# Electron Emission Times of a Silicon Trap at 200 K and 300 K

## Question

An electron trap in silicon has its level at $E_t$, a depth $\Delta E=E_c-E_t=0.40$ eV below the conduction-band edge $E_c$. Its capture cross section is $\sigma=1.0\times10^{-15}\ \text{cm}^2$, independent of temperature and of the speed and direction of the electron. The trap is either empty, with degeneracy $g_0$, or holds one electron, with degeneracy $g_1$.

The conduction band has six equivalent parabolic valleys, each an ellipsoid of revolution with longitudinal mass $m_l=0.92\,m_0$ and transverse mass $m_t=0.19\,m_0$, where $m_0$ is the free-electron mass. These are rounded values for silicon and are held fixed with temperature.

Take $\Delta E$ to be a free energy, equal at both temperatures, with the degeneracies counted separately. For numerical work set $g_0/g_1=1$. Ignore light, electric-field enhancement of emission, and exchange of carriers with the valence band. The cross section is a model value, so the trap is not an identified defect.

**(a)** Derive the emission rate $e_n$ of a filled trap into an empty conduction band, in terms of $\sigma$, the effective density of states $N_c$ and the thermal mean speed $\langle v\rangle$.

**(b)** Find $N_c$ and $\langle v\rangle$ for the ellipsoidal valleys.

**(c)** Calculate the emission time $\tau=1/e_n$ at 200 K and 300 K.

**(d)** What does $\tau$ measure, and how small must the free-electron density be for the trap occupancy to decay with this time?

**(e)** Explain the ratio of the two times. What energy would a two-point Arrhenius plot of $\ln\tau$ give?

**(f)** How does emission change when the conduction band is no longer nearly empty? Evaluate the change at 300 K for a Fermi level 0.05 eV below $E_c$.

**(g)** How sensitive are the times to the depth, the degeneracies and the assumption of a constant cross section?

## Model answers

### (a) Emission rate from detailed balance

Let $\mathbf k$ label a conduction-band state, spin included, in a crystal of volume $V$. Its energy is $E_{\mathbf k}$, its speed $v_{\mathbf k}$ and its occupation $F_{\mathbf k}$. An electron in this state sweeps out a volume $\sigma v_{\mathbf k}$ per unit time, so an empty trap captures from it at the rate $(\sigma v_{\mathbf k}/V)F_{\mathbf k}$.

Let $\varepsilon_{\mathbf k}$ be the rate at which a filled trap emits into state $\mathbf k$ when that state is empty. The Pauli principle reduces this to $\varepsilon_{\mathbf k}(1-F_{\mathbf k})$ when the state may be occupied. In thermal equilibrium capture and emission balance for each state. (Time reversal relates emission into $\mathbf k$ to capture from the state at $-\mathbf k$ with reversed spin, which lies in the opposite valley. That state has the same energy and speed, and $\sigma$ does not depend on direction, so the balance can be written for each $\mathbf k$ separately.) If $f$ is the probability that the trap is filled,

$$\varepsilon_{\mathbf k}(1-F_{\mathbf k})f=\frac{\sigma v_{\mathbf k}}{V}F_{\mathbf k}(1-f).$$

Two equilibrium ratios are needed. For the band state, the Fermi–Dirac distribution gives

$$\frac{F_{\mathbf k}}{1-F_{\mathbf k}}=e^{-(E_{\mathbf k}-E_F)/k_BT}.$$

For the trap, the grand-canonical weights are $g_0$ when empty and $g_1e^{-(E_t-E_F)/k_BT}$ when filled. Hence

$$\frac{1-f}{f}=\frac{g_0}{g_1}e^{(E_t-E_F)/k_BT}.$$

Inserting both ratios, the Fermi level cancels:

$$\varepsilon_{\mathbf k}=\frac{g_0}{g_1}\frac{\sigma v_{\mathbf k}}{V}\,e^{-(E_{\mathbf k}-E_t)/k_BT}.$$

The result depends on the trap, the band and the temperature, but not on how full the band is. It therefore also holds in a depleted region, provided the lattice stays at temperature $T$ and the electric field there does not assist emission. The second condition is assumed here but often fails in devices: for a centre that attracts the emitted electron, the Poole–Frenkel lowering of the barrier, $\sqrt{e^3F/\pi\epsilon}$ in a field $F$ with permittivity $\epsilon=11.7\,\epsilon_0$, is about 0.02 eV at $10^4$ V/cm and 0.07 eV at $10^5$ V/cm, comparable to or larger than $k_BT$.

The emission rate into an empty band is the sum over all states. Define

$$N_c=\frac1V\sum_{\mathbf k}e^{-(E_{\mathbf k}-E_c)/k_BT},\qquad
\langle v\rangle=\frac{1}{N_cV}\sum_{\mathbf k}v_{\mathbf k}e^{-(E_{\mathbf k}-E_c)/k_BT}.$$

Writing $E_{\mathbf k}-E_t=(E_{\mathbf k}-E_c)+\Delta E$ in the exponent gives

$$\boxed{e_n=\frac{g_0}{g_1}\,\sigma\langle v\rangle N_c\,e^{-\Delta E/k_BT}}$$

The average that appears is the mean speed, because each electron contributes to capture in proportion to its speed. In a nondegenerate band of electron density $n$, an empty trap captures at the rate $c_nn$, with $c_n=\sigma\langle v\rangle$.

### (b) Density of states and mean speed

**Density of states.** In one valley, with wave vector measured from its minimum, $E_{\mathbf k}-E_c=\sum_i\hbar^2k_i^2/2m_i$. The sum over states becomes $2V\int d^3k/(2\pi)^3$, the 2 counting spin. The integral is a product of three Gaussian integrals, each equal to

$$\int_{-\infty}^{\infty}\frac{dk_i}{2\pi}\,e^{-\hbar^2k_i^2/2m_ik_BT}
=\frac{\sqrt{2\pi m_ik_BT}}{2\pi\hbar}
=\left(\frac{2\pi m_ik_BT}{h^2}\right)^{1/2},$$

where $h=2\pi\hbar$. Multiplying the three factors, two spins and six valleys,

$$N_c=12\left(\frac{2\pi m_dk_BT}{h^2}\right)^{3/2},\qquad m_d=(m_lm_t^2)^{1/3}=0.3214\,m_0.$$

Here $m_d$ is the mass for one valley; the factor six is kept outside it.

**Mean speed.** Since $v_i=\hbar k_i/m_i$, the Boltzmann weight is $\exp(-\sum_i m_iv_i^2/2k_BT)$. Each velocity component is Gaussian with zero mean and variance $k_BT/m_i$. The speed is a square root of three squares with unequal variances, and a directional average removes this root. For a unit vector $\mathbf u$ distributed uniformly over the sphere, the average of $|\mathbf v\cdot\mathbf u|$ is $|\mathbf v|\int_0^1\mu\,d\mu=|\mathbf v|/2$. Thus $|\mathbf v|$ is twice that average.

Now fix $\mathbf u$ and average over $\mathbf v$ first. If $\mu$ is the cosine of the angle between $\mathbf u$ and the valley axis, $\mathbf v\cdot\mathbf u$ is Gaussian with variance

$$s^2=k_BT\left(\frac{1-\mu^2}{m_t}+\frac{\mu^2}{m_l}\right)
=\frac{k_BT}{m_t}(1-a\mu^2),\qquad a=1-\frac{m_t}{m_l}.$$

The mean magnitude of a Gaussian variable with zero mean is $s\sqrt{2/\pi}$. Restoring the factor 2 and averaging over $\mu$,

$$\langle v\rangle=\sqrt{\frac{8k_BT}{\pi m_t}}\;I,\qquad I=\int_0^1\sqrt{1-a\mu^2}\,d\mu.$$

Substitute $\sqrt a\,\mu=\sin\theta$, with upper limit $\theta_0=\arcsin\sqrt a$:

$$I=\frac1{\sqrt a}\int_0^{\theta_0}\cos^2\theta\,d\theta
=\frac{\theta_0+\sin\theta_0\cos\theta_0}{2\sqrt a}
=\frac12\left[\sqrt{1-a}+\frac{\arcsin\sqrt a}{\sqrt a}\right].$$

Two limits check the formula. For equal masses $a\to0$ and $I\to1$, which gives the usual isotropic mean speed. For $m_l\to\infty$ motion along the axis stops, $a\to1$ and $I\to\pi/4$. Then $\langle v\rangle=\sqrt{\pi k_BT/2m_t}$, the mean speed of a two-dimensional gas.

For the given masses $a=0.7935$ and

$$I=\tfrac12(0.4544+1.2338)=0.8441.$$

The root-mean-square speed would be $\sqrt{k_BT(2/m_t+1/m_l)}$, which is about 10% larger than $\langle v\rangle$ here. Using it with the same $\sigma$ would overestimate the emission rate by that fraction.

### (c) The two emission times

It is convenient to combine the density of states and the Boltzmann factor into

$$n_1=\frac{g_0}{g_1}N_ce^{-\Delta E/k_BT},\qquad e_n=c_nn_1.$$

**At 200 K**, $k_BT=0.017235$ eV and $\Delta E/k_BT=23.209$. The band quantities are $N_c=1.494\times10^{19}\ \text{cm}^{-3}$ and $\langle v\rangle=1.701\times10^7$ cm/s. Therefore

$$n_1=(1.494\times10^{19})(8.326\times10^{-11})=1.244\times10^9\ \text{cm}^{-3},$$

$$c_n=(1.0\times10^{-15})(1.701\times10^7)=1.701\times10^{-8}\ \text{cm}^3/\text{s},$$

$$e_n=(1.701\times10^{-8})(1.244\times10^9)=21.2\ \text{s}^{-1}.$$

**At 300 K**, $k_BT=0.025852$ eV and $\Delta E/k_BT=15.473$. Now $N_c=2.744\times10^{19}\ \text{cm}^{-3}$ and $\langle v\rangle=2.084\times10^7$ cm/s, so

$$n_1=(2.744\times10^{19})(1.907\times10^{-7})=5.232\times10^{12}\ \text{cm}^{-3},$$

$$c_n=(1.0\times10^{-15})(2.084\times10^7)=2.084\times10^{-8}\ \text{cm}^3/\text{s},$$

$$e_n=(2.084\times10^{-8})(5.232\times10^{12})=1.09\times10^5\ \text{s}^{-1}.$$

Taking reciprocals,

$$\boxed{\tau(200\ \text K)=4.7\times10^{-2}\ \text s=47\ \text{ms}}$$

$$\boxed{\tau(300\ \text K)=9.2\times10^{-6}\ \text s=9.2\ \mu\text s}$$

Two figures suffice, since the masses are rounded. As a test of the formulas, the capture flux was integrated numerically over wave vector with Fermi–Dirac occupation and converted to emission through the trap weights. The largest relative difference was $3.3\times10^{-7}$, as the numerical output shows. It arises for a test Fermi level 0.35 eV below $E_c$ at 300 K and is not a quadrature error: it is the Pauli-blocking term $z/4$ derived in part (f). This tests the evaluation of the model, not the values of its parameters.

### (d) Meaning of the emission time

With free-electron density $n$, the occupancy of a trap obeys

$$\frac{df}{dt}=c_nn(1-f)-e_nf=c_nn-(c_nn+e_n)f.$$

For constant $n$ and an initially filled trap the solution is

$$f(t)=f_\infty+(1-f_\infty)e^{-(e_n+c_nn)t},\qquad
f_\infty=\frac{c_nn}{c_nn+e_n}=\frac{n}{n+n_1}.$$

In a depleted region $n\to0$, and $f=e^{-t/\tau}$. The probability of emission between $t$ and $t+dt$ is then $e^{-t/\tau}dt/\tau$, so the mean time an electron stays in the trap is

$$\int_0^\infty t\,\frac{e^{-t/\tau}}{\tau}\,dt=\tau.$$

Thus $\tau$ is both the mean dwell time and the time for the occupancy to fall to $1/e$. Half of a large set of traps empties sooner, after $\tau\ln2$: 33 ms at 200 K and 6.4 μs at 300 K.

With recapture, the relaxation rate is $e_n(1+n/n_1)$. The condition for a decay governed by $\tau$ is therefore $n\ll n_1$. To keep the change in relaxation rate below 1% of $e_n$, $n$ must be below $0.01n_1$, or about $1.2\times10^7\ \text{cm}^{-3}$ at 200 K and $5.2\times10^{10}\ \text{cm}^{-3}$ at 300 K. The colder trap needs the more complete depletion, because its slow emission must still exceed capture.

At $n=n_1$ the two processes have equal rate constants. The occupancy then tends to one half instead of zero and does so at the rate $2e_n$. The faster relaxation does not mean faster emission: an individual electron still dwells for a mean time $\tau$, but emptied traps are refilled.

### (e) Temperature dependence and the Arrhenius energy

From part (b), $\langle v\rangle\propto T^{1/2}$ and $N_c\propto T^{3/2}$. For constant $\sigma$ and fixed masses,

$$e_n=AT^2e^{-\Delta E/k_BT},\qquad
A=\frac{g_0}{g_1}\frac{\sigma\langle v\rangle N_c}{T^2}=6.35\times10^6\ \text{s}^{-1}\,\text K^{-2}.$$

Let $T_1=200$ K and $T_2=300$ K. The ratio of times separates into two factors:

$$\frac{\tau(T_1)}{\tau(T_2)}
=\left(\frac{T_2}{T_1}\right)^2
\exp\left[\frac{\Delta E}{k_B}\left(\frac1{T_1}-\frac1{T_2}\right)\right]
=2.25\times2290\approx5.15\times10^3.$$

The exponential accounts for most of the change: fewer thermal fluctuations supply the energy needed to reach the band at 200 K. The factor 2.25 comes from the smaller number of thermally accessible band states and the lower electron speed.

For the Arrhenius plot, take the logarithm of $\tau$:

$$\ln\tau=-\ln A-2\ln T+\frac{\Delta E}{k_BT}.$$

The slope between two points plotted against $1/k_BT$ is

$$E_{\text{app}}=\frac{\ln\tau(T_1)-\ln\tau(T_2)}{1/k_BT_1-1/k_BT_2}
=\Delta E+\frac{2k_B\ln(T_2/T_1)}{1/T_1-1/T_2}.$$

The added term is positive because the prefactor also speeds up emission on heating. Numerically, the denominator of the first form is $(23.209-15.473)/(0.40\ \text{eV})=19.34\ \text{eV}^{-1}$, and

$$E_{\text{app}}=\frac{\ln(5152.7)}{19.34\ \text{eV}^{-1}}=0.442\ \text{eV}.$$

The plot of $\ln\tau$ thus gives an energy 0.042 eV above the trap depth. When the two temperatures approach each other at $T$, the excess tends to $2k_BT$. A plot of $\ln(\tau T^2)$ removes it and returns 0.400 eV.

The distinction matters when times are predicted. Inserting 0.442 eV as the depth while retaining the $T^2$ prefactor would count its temperature dependence twice. At 300 K this would lengthen the calculated time by $\exp(0.0419/0.025852)\approx5$.

### (f) Emission into a partly occupied band

The rate into each state is $\varepsilon_{\mathbf k}(1-F_{\mathbf k})$, so occupied final states reduce the total below $e_n$. Let $x=(E_{\mathbf k}-E_c)/k_BT$ and $z=e^{(E_F-E_c)/k_BT}$. Then

$$1-F_{\mathbf k}=\frac1{1+ze^{-x}}=1-ze^{-x}+z^2e^{-2x}-\cdots,$$

where the expansion holds for $z<1$, that is, for a Fermi level below the band edge.

The energy weight follows from the scaled components $q_i=\hbar k_i/\sqrt{2m_ik_BT}$, for which $x=q^2$. The volume element contains $q^2dq$, and the speed is $q$ times a function of direction. Their product contains $q^3dq=\tfrac12x\,dx$. The angular factor cancels from the ratio of blocked to unblocked emission:

$$R=\frac{\int_0^\infty xe^{-x}(1-F)\,dx}{\int_0^\infty xe^{-x}\,dx}
=1-\frac z4+\frac{z^2}{9}-\cdots,$$

since $\int_0^\infty xe^{-jx}dx=1/j^2$.

For $E_c-E_F=0.05$ eV at 300 K, $z=e^{-0.05/0.025852}=0.145$. The terms shown give $R\approx1-0.036+0.002=0.966$, in agreement with the value 0.9660 from numerical integration. Within the model, emission is slowed by 3.4% relative to $e_n$. This Fermi level corresponds to $n\approx3.8\times10^{18}\ \text{cm}^{-3}$. In silicon doped to that density, band-gap narrowing and screening shift the band edge by tens of meV, while a shift of only 1 meV in $\Delta E$ changes the rate by about 4% at 300 K. The figure therefore isolates Pauli blocking for a rigid parabolic band and is not the total change in heavily doped silicon.

This small reduction does not make $\tau$ a useful decay time for the occupancy under these conditions. The Fermi level lies 0.35 eV above the trap, so an empty trap captures an electron far faster than a filled trap emits one, and the trap stays almost full. The requirement $n\ll n_1$ fails long before Pauli blocking becomes important.

### (g) Sensitivity to the assumptions

**Depth.** A change $\delta E$ in depth multiplies $\tau$ by $e^{\delta E/k_BT}$. Making the trap 0.01 eV deeper lengthens the time by a factor 1.79 at 200 K and 1.47 at 300 K. The same energy error matters more in the cold because it is a larger multiple of $k_BT$. By comparison, $\tau\propto1/\sigma$, so a 10% increase in cross section shortens both times by about 9%.

**Degeneracy.** If the empty state is single and the filled state has two spin orientations, $g_0/g_1=1/2$. With $\sigma$ and $\Delta E$ unchanged, both times double, to about 95 ms and 18 μs. The filled trap has a larger statistical weight, so detailed balance requires slower emission for the same capture.

**Free energy and enthalpy.** Suppose that 0.40 eV were an enthalpy $\Delta H$, and that emission also changed the entropy of the lattice by $\Delta S$. The free-energy depth would be $\Delta E=\Delta H-T\Delta S$, so

$$e^{-\Delta E/k_BT}=e^{\Delta S/k_B}e^{-\Delta H/k_BT}.$$

A positive $\Delta S$ would shorten both times by the factor $e^{\Delta S/k_B}$. If $\Delta H$ and $\Delta S$ are constant, this factor does not alter the slope of $\ln(\tau T^2)$, which then measures $\Delta H$. The slope alone therefore does not fix the free-energy depth.

**Cross section.** If capture requires thermal activation, with $\sigma=\sigma_\infty e^{-E_\sigma/k_BT}$, the emission exponent becomes $-(\Delta E+E_\sigma)/k_BT$. The slope of $\ln(\tau T^2)$ is then $\Delta E+E_\sigma$, even though the level is still only $\Delta E$ below the band. Measuring the capture coefficient $c_n$ as a function of temperature separates the two energies. Since $c_n/\langle v\rangle=\sigma$, a plot of $\ln(c_n/\langle v\rangle)$ against $1/k_BT$ has slope $-E_\sigma$. The times 47 ms and 9.2 μs apply to the stated case $E_\sigma=0$.

## Calculated quantities

```
trap depth = 0.40 eV
capture cross section = 1.0e-15 cm^2
longitudinal mass = 0.92 m0
transverse mass = 0.19 m0
density-of-states mass per valley = 0.3214 m0
anisotropy parameter a = 0.7935
speed integral = 0.8441
--- T = 200 K ---
kT = 0.017235 eV
depth/kT = 23.2090
Boltzmann factor = 8.3261e-11
Nc = 1.4936e+19 cm^-3
mean speed = 1.7014e+07 cm/s
capture coefficient = 1.7014e-08 cm^3/s
n1 = 1.2436e+09 cm^-3
emission rate = 2.1159e+01 s^-1
emission time = 4.7262e-02 s
half-emptying time = 3.2759e-02 s
tau factor for 0.01 eV deeper trap = 1.786
--- T = 300 K ---
kT = 0.025852 eV
depth/kT = 15.4727
Boltzmann factor = 1.9068e-07
Nc = 2.7439e+19 cm^-3
mean speed = 2.0838e+07 cm/s
capture coefficient = 2.0838e-08 cm^3/s
n1 = 5.2320e+12 cm^-3
emission rate = 1.0902e+05 s^-1
emission time = 9.1722e-06 s
half-emptying time = 6.3577e-06 s
tau factor for 0.01 eV deeper trap = 1.472
--- comparison ---
coefficient A = 6.3531e+06 s^-1 K^-2
emission time in ms at 200 K = 47.26 ms
emission time in us at 300 K = 9.17 us
tau(200 K)/tau(300 K) = 5152.7
Boltzmann part of ratio = 2290.1
T^2 part of ratio = 2.25
slope of ln(tau) = 0.4419 eV
slope of ln(tau T^2) = 0.4000 eV
rate ratio, Fermi level 0.05 eV below Ec, 300 K = 0.9660
largest relative error of integral tests = 3.3e-07
```
